# Sharvin resistance of a short metallic constriction from mode counting, part 1

(Sections cited here and not found follow in the second part.)

## First half: the modes and the resistance they set

Two large pieces of the same metal are separated by an insulating wall. The wall is pierced by one opening of cross-section $A$ and length $L$, filled with the same metal. A narrow contact between two copper lines in a chip can be idealized in this way if the lines are much wider than the contact, and part (j) examines some of the assumptions for it. The task is to find the resistance between the two pieces, and to find out how it depends on the opening and on the purity of the metal.

The following assumptions hold until a part relaxes them.

- The electrons are independent and degenerate: $k_BT\ll E_F$, where $E_F$ is the Fermi energy measured from the band bottom.
- The opening is many Fermi wavelengths wide, and its walls are smooth.
- The width and the length $L$ are much smaller than the mean free path $l$, so an electron crosses without scattering.
- The opening widens gradually at its ends, so that a wave entering it is not reflected.
- The applied voltage $V$ is small: $eV\ll E_F$.

The $z$ axis points through the opening from left to right. The elementary charge $e$ is positive. The left piece has the higher electrochemical potential, $\mu_L-\mu_R=eV$, with $V>0$. Electrons then flow to the right, and $I$ denotes the magnitude of the electric current, so the resistance $R=V/I$ is positive. It is a two-terminal resistance: $V$ is the difference between the potentials deep inside the two pieces.

### (a) What current does one transverse mode carry?

**Question.** Inside the opening the wave function separates into a transverse pattern and a plane wave along $z$. Find the conductance of one such pattern, or mode, including both spins.

**Solution.** A mode has the form $\chi(x,y)\,e^{ikz}$ and the energy $E(k)$. Its velocity along the opening is

$$v=\frac{1}{\hbar}\frac{dE}{dk}.$$

Give the mode a normalization length $\ell$. The allowed values of $k$ are then spaced by $2\pi/\ell$, and each occupied state contributes a density $1/\ell$ of electrons per unit length, hence a flow $v/\ell$ of electrons per unit time. The sum over states becomes an integral,

$$\sum_k\frac{v}{\ell}\;\rightarrow\;\int\frac{\ell\,dk}{2\pi}\,\frac{v}{\ell}=\int\frac{dk}{2\pi}\,v ,$$

and $\ell$ cancels. States moving to the right come from the left piece, so they are filled according to its Fermi function $f_L(E)$. Let $\mathcal T(E)$ be the probability that such an electron gets through. With a factor 2 for spin, the flow to the right is

$$2\int_{v>0}\frac{dk}{2\pi}\,v\,\mathcal T f_L
=2\int\frac{dE}{2\pi\hbar}\,\mathcal T f_L
=\frac{2}{h}\int \mathcal T(E) f_L(E)\,dE .$$

The first equality uses $v\,dk=dE/\hbar$. A fast mode carries its electrons quickly but has few states per unit energy, and the two factors cancel. The flow to the left has the same form with $f_R$. For a mode that is not mixed with others it has the same $\mathcal T$, since with equal potentials on both sides no net current may flow at any energy. If scattering mixes the modes, this argument makes only the sum of $\mathcal T$ over all modes the same in both directions, which is what the total current needs. Subtracting the two flows and multiplying by $e$ gives

$$I=\frac{2e}{h}\int \mathcal T(E)\,[f_L(E)-f_R(E)]\,dE .$$

For small $V$ the bracket is $eV(-\partial f/\partial E)$. The function $-\partial f/\partial E$ has unit area and is a few $k_BT$ wide. If the mode opens well below the Fermi energy and is not reflected, $\mathcal T=1$ over that width, and

$$\frac{I}{V}=\frac{2e^2}{h}.$$

The inverse is $h/(2e^2)=12906\ \Omega$. A perfectly transmitting mode thus has a finite resistance. It does not come from collisions in the opening. One mode can accept only a limited number of electrons per second from the reservoir that feeds it. As the electrons cross elastically in this model, the heat $I^2R$ is released in the two large pieces, where the electrons later relax.

### (b) How many modes does an opening have?

**Question.** Express the number $N$ of modes at the Fermi energy through the Fermi surface, without assuming that the surface is a sphere. Then write $N$ as an integral over the velocity component $v_z$.

**Solution.** For an opening many wavelengths wide, the number of transverse patterns can be found at leading order by replacing the walls with periodic boundary conditions. In a rectangle of sides $D_x$ and $D_y$ the transverse wavevectors are spaced by $2\pi/D_x$ and $2\pi/D_y$, so each one occupies the area $4\pi^2/A$ in the plane of $\mathbf k_\perp=(k_x,k_y)$. The density of patterns is therefore $A/4\pi^2$. It depends on the area alone, and a cross-section of another shape can be tiled by small rectangles with the same leading result. The error made at the walls is the subject of part (e).

At fixed $\mathbf k_\perp$, the line parallel to $k_z$ may cross the Fermi surface several times. Let $M(\mathbf k_\perp)$ be the number of crossings with $v_z>0$. Each of them is one channel leading to the right, so

$$N=\frac{A}{4\pi^2}\int M(\mathbf k_\perp)\,d^2k_\perp .$$

If $M$ is 0 or 1, the integral is the area of the shadow that the Fermi surface casts on the plane of the opening.

For the second form, use the rule for a delta function of a function. At fixed $\mathbf k_\perp$ every crossing contributes $1/|\partial E/\partial k_z|$ to $\int\delta(E-E_F)\,dk_z$. Multiplying the integrand by $|\partial E/\partial k_z|$ makes every crossing contribute 1. In a crystal, let the $z$ axis lie along a reciprocal lattice vector. Along one full period of $k_z$ the energy then returns to its starting value, so it crosses $E_F$ upwards as often as downwards. For free electrons the energy is large at both ends of the line, and the same balance holds. Half of the crossings therefore move to the right:

$$M(\mathbf k_\perp)=\int\tfrac12\left|\frac{\partial E}{\partial k_z}\right|\delta(E-E_F)\,dk_z,$$

$$N=\frac{A}{4\pi^2}\int\tfrac12\left|\frac{\partial E}{\partial k_z}\right|\delta(E-E_F)\,d^3k .$$

Since $\partial E/\partial k_z=\hbar v_z$, this is the flux of Fermi-surface electrons towards the opening. Counting patterns and measuring the flux are the same operation.

### (c) What is the resistance for a spherical Fermi surface?

**Question.** Evaluate $N$ and the resistance for free electrons. Apply the result to a round opening of radius $a=5.0$ nm in a metal with 85 electrons per nm³, a rough value for copper.

**Solution.** The shadow of a sphere of radius $k_F$ is a disc of area $\pi k_F^2$. Each point of the disc has one crossing with $v_z>0$, so $M=1$ there and

$$N=\frac{A}{4\pi^2}\,\pi k_F^2=\frac{k_F^2A}{4\pi}.$$

The modes conduct in parallel, so $G=(2e^2/h)N$. The resistance, named after Sharvin, is

$$R_S=\frac{h}{2e^2}\,\frac{4\pi}{k_F^2A}.$$

It is inversely proportional to the area, and no scattering length appears in it. For a round opening $A=\pi a^2$, hence $N=(k_Fa)^2/4$.

The Fermi wavevector follows from the density $n$. The sphere holds $2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3=k_F^3/3\pi^2$ electrons per unit volume, so

$$k_F=(3\pi^2n)^{1/3}=(3\pi^2\times85)^{1/3}\ \text{nm}^{-1}=13.60\ \text{nm}^{-1}.$$

The Fermi wavelength is $2\pi/k_F=0.46$ nm, much less than the diameter of 10 nm, as the count requires. The Fermi energy is 7.05 eV. With $k_Fa=68.01$,

$$N=\frac{68.01^2}{4}=1156,\qquad R_S=\frac{12906\ \Omega}{1156}=11.2\ \Omega .$$

The product $R_SA$ is a property of the metal. Here it is $877\ \Omega\,\text{nm}^2$, or $8.8\times10^{-12}\ \Omega\,\text{cm}^2$. Halving the radius to 2.5 nm raises $R_S$ fourfold, to $44.6\ \Omega$, and doubling it to 10 nm lowers $R_S$ to $2.8\ \Omega$.

### (d) Does the picture of particles flying through a hole agree?

**Question.** Treat the electrons as classical particles with Fermi statistics that fly through a hole of area $A$. Find the resistance without counting modes, and find how temperature enters.

**Solution.** The left piece has electrons in an energy range $eV$ that is empty on the right. The density of states per volume for both spins follows from $n=k^3/3\pi^2$ and $E=\hbar^2k^2/2m$, with $m$ the electron mass:

$$g(E_F)=\frac{dn/dk}{dE/dk}=\frac{k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{mk_F}{\pi^2\hbar^2}.$$

The excess density is $\delta n=g\,eV$. These electrons move with speed $v_F=\hbar k_F/m$ in all directions. For an isotropic distribution $c=\cos\theta$ is uniform between $-1$ and 1, with density $\frac12$, and an electron approaches the hole if $c>0$. The flux per unit area is

$$\delta n\,v_F\int_0^1\tfrac12\,c\,dc=\tfrac14\,\delta n\,v_F .$$

The current is therefore

$$I=eA\,\frac14\,\frac{mk_F}{\pi^2\hbar^2}\,eV\,\frac{\hbar k_F}{m}
=\frac{e^2k_F^2A}{4\pi^2\hbar}\,V .$$

With $\hbar=h/2\pi$ the coefficient becomes $e^2k_F^2A/(2\pi h)=(2e^2/h)(k_F^2A/4\pi)$, which is $1/R_S$.

At finite temperature the conductance is the average of $(2e^2/h)N(E)$ over $-\partial f/\partial E$. For free electrons $N\propto k^2\propto E$. The weight is symmetric about the chemical potential $\mu$, and the average of a linear function over a symmetric weight is its value at the centre. Temperature thus acts through the small shift of $\mu$ at fixed density. This shift is of relative order $(k_BT/E_F)^2$, because a symmetric smearing has no first-order effect. At 300 K that square is $1.3\times10^{-5}$. The full integral of the current over wavevector and angle, with $\mu$ held at $E_F$, $T=300$ K and $V=1$ mV, gives $11.161\ \Omega$, the same as the formula for $R_S$.

### (e) How many modes do the walls remove?

**Question.** The wave function vanishes at a hard wall. Find the leading correction to $N$ for free electrons.

**Solution.** Take a wall that is flat on the scale of the wavelength, and let $s$ be the distance from it. In the direction normal to the wall the states are standing waves $\sin(k_xs)$ with $k_x>0$. For a large depth $D$ they are spaced by $\pi/D$ and have the normalized density $(2/D)\sin^2(k_xs)$. Their sum is

$$\int_0^\infty\frac{D\,dk_x}{\pi}\,\frac2D\sin^2(k_xs)
=\int_{-\infty}^{\infty}\frac{dk_x}{2\pi}\,[1-\cos(2k_xs)] .$$

The 1 gives the count of part (b). The cosine is the loss near the wall. The loss per unit length of wall follows by integrating over $s$ and over the transverse wavevectors with $k_x^2+k_y^2<k_F^2$. Since

$$\int_0^\infty\cos(2k_xs)\,ds=\pi\,\delta(2k_x)=\frac{\pi}{2}\,\delta(k_x),$$

the loss per unit length is

$$\frac{1}{4\pi^2}\,\frac{\pi}{2}\int_{-k_F}^{k_F}dk_y=\frac{k_F}{4\pi}.$$

For a perimeter $P$,

$$N\simeq\frac{k_F^2A}{4\pi}-\frac{k_FP}{4\pi}.$$

For a round opening the loss is $k_Fa/2$, which is the fraction $2/(k_Fa)$ of the area term. At $a=5$ nm it is 34 modes out of 1156, leaving 1122.

In a round wire the modes can also be counted one by one. They are the zeros of the Bessel functions $J_m$ below $k_Fa$, taken once for $m=0$ and twice for $m>0$. The count at $a=5$ nm is 1125 (for the unrounded $k_Fa=68.0117$; a step lies just below, and at 68.011 the count is 1123), so $R=12906/1125=11.5\ \Omega$, which is 2.8% above $R_S$. The count rises in steps and therefore scatters about the smooth formula. Averaged over $k_Fa$ from 100 to 136, the difference between count and formula is 0.19 modes, while the perimeter term itself is 50 to 68 modes there. At $a=2.5$ nm the wall correction to the resistance has grown to 5.1%. The law $R\propto1/A$ is thus a leading-order law for wide openings.

## Second half: the mean free path and a real via

The first half found that an opening of area $A$ has $N=k_F^2A/4\pi$ modes at leading order, and that each mode has the conductance $2e^2/h$. The resulting resistance is $R_S=(h/2e^2)\,4\pi/(k_F^2A)$. Here $k_F$ is the Fermi wavevector, $n=k_F^3/3\pi^2$ the electron density, $v_F=\hbar k_F/m$ the Fermi speed, $l$ the mean free path, and $a$ and $L$ are the radius and length of a round opening. For $a=5.0$ nm and $n=85\ \text{nm}^{-3}$ the values are $k_Fa=68.0$, $A=78.5\ \text{nm}^2$ and $R_S=11.16\ \Omega$. For a general Fermi surface $N$ is $A/4\pi^2$ times the projected area of the right-moving part.

### (f) Can $R_S$ be written with the resistivity?

**Question.** Express $R_S$ through the bulk resistivity $\rho$ and the mean free path, and explain why the result still does not depend on $l$.

So far, counting modes and following classical particles give the same resistance $R_S$ for a wide, smooth opening without scattering, and hard walls add a small correction. Still to come are the answer to question (f), the effects of abrupt ends, scattering inside the opening and spreading outside it, and the assumptions for a copper via.

Numerical values quoted here were computed with a short program.
